# Why tensile strain raises inversion-layer electron mobility, and why it saturates

**Question.** A silicon film with a (001) surface is stretched equally along both in-plane directions. Why do the electrons in its inversion layer become more mobile, why does the benefit level off as the strain grows, and how much of it comes from the lighter in-plane mass of the valleys they move into?

## The mechanism: two kinds of valley

The conduction band of silicon has six equivalent valleys, two along each cubic axis. Each is an ellipsoid with a heavy mass $m_l$ along its axis and a light mass $m_t$ across it. A surface normal to $z$ divides them into two groups.

- Two valleys lie along $z$. Their mass normal to the surface is $m_l$, and their in-plane mass is $m_t$ in every direction. Their subbands form ladder 2.
- Four valleys lie along $x$ and $y$. Their normal mass is $m_t$, and their in-plane masses are $m_l$ and $m_t$. Their subbands form ladder 4.

Strain shifts the ladders relative to each other. Let the in-plane strain be $\varepsilon>0$ and the normal strain $\varepsilon_\perp$. The top of the film is free, so the normal stress vanishes:

$$C_{11}\varepsilon_\perp+2C_{12}\varepsilon=0,\qquad \varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

To first order in strain, a valley along axis $i$ moves by $\Xi_d(2\varepsilon+\varepsilon_\perp)+\Xi_u\varepsilon_{ii}$. The first term is common to all valleys and cancels in the difference. Ladder 4 therefore rises relative to ladder 2 by

$$\Delta=\Xi_u(\varepsilon-\varepsilon_\perp)=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .$$

Since $\Xi_u>0$, tension makes $\Delta$ positive and electrons move into ladder 2. Compression would reverse the transfer.

This has two consequences. More electrons have the light in-plane mass, and electrons in ladder 2 find it harder to scatter into ladder 4. The first is a change of population, the second a change of relaxation time.

## From masses to a gain formula

For a relaxation time $\tau$ independent of energy, the Boltzmann equation gives the conductivity of one valley as

$$\sigma_{xx}=q^2\tau\sum_{\mathbf k}v_x^2\left(-\frac{\partial f}{\partial E}\right),$$

where $q$ is the elementary charge and the sum is per unit area, spin included. Because $\partial f/\partial k_x=\hbar v_x\,\partial f/\partial E$, integration by parts gives

$$\sum_{\mathbf k}v_x^2\left(-\frac{\partial f}{\partial E}\right)
=-\frac1\hbar\sum_{\mathbf k}v_x\frac{\partial f}{\partial k_x}
=\frac1\hbar\sum_{\mathbf k}f\frac{\partial v_x}{\partial k_x}
=\frac{n}{m_x}.$$

The boundary term vanishes because $f$ does, and $v_x=\hbar k_x/m_x$ in a parabolic valley. The result holds for any degeneracy.

In ladder 4, half the electrons have $m_x=m_l$ and half have $m_x=m_t$. The ladder mobilities for a common $\tau$ are thus

$$\mu_2=\frac{q\tau}{m_t},\qquad
\mu_4=\frac{q\tau}{2}\left(\frac1{m_l}+\frac1{m_t}\right).$$

Let $f_4$ be the fraction of electrons in ladder 4. For any pair of ladder mobilities,

$$\mu=(1-f_4)\mu_2+f_4\mu_4=\mu_2(1-af_4),\qquad a=1-\frac{\mu_4}{\mu_2}.$$

If strain changes $f_4$ while $\mu_2$ and $\mu_4$ are held fixed, the gain is

$$G(\Delta)=\frac{1-af_4(\Delta)}{1-af_4(0)},\qquad
G_{\rm sat}=\frac1{1-af_4(0)} .$$

For a common relaxation time $a=\tfrac12(1-m_t/m_l)$. Saturation has a simple origin: the transfer ends when ladder 4 is empty. The fraction of the available gain already reached is

$$\frac{G-1}{G_{\rm sat}-1}
=\frac{a[f_4(0)-f_4(\Delta)]}{af_4(0)}
=1-\frac{f_4(\Delta)}{f_4(0)},$$

in which $a$ has dropped out.

## How ladder 4 empties

In a valley with in-plane masses $m_x,m_y$, the states below kinetic energy $E$ fill an ellipse of area $2\pi\sqrt{m_xm_y}\,E/\hbar^2$ in $k$ space. Dividing by $(2\pi)^2$, doubling for spin and counting valleys gives the densities of states per subband

$$g_2=\frac{2m_t}{\pi\hbar^2},\qquad g_4=\frac{4\sqrt{m_lm_t}}{\pi\hbar^2}.$$

Integrating the Fermi function from the subband bottom $E_j$ upwards gives its sheet density,

$$N_j=g\,k_BT\ln\left[1+e^{(E_F-E_j)/k_BT}\right].$$

Let $N_2$ and $N_4$ be the ladder totals, with $N_2+N_4=N$ held fixed. Take the spacings within each ladder as unchanged by strain. Then $N_4$ depends on $E_F-\Delta$. With $C_i=\partial N_i/\partial E_F>0$, differentiating the fixed total gives

$$C_2\frac{dE_F}{d\Delta}+C_4\left(\frac{dE_F}{d\Delta}-1\right)=0,
\qquad \frac{dE_F}{d\Delta}=\frac{C_4}{C_2+C_4},$$

and hence

$$\frac{dN_4}{d\Delta}=C_4\left(\frac{dE_F}{d\Delta}-1\right)=-\frac{C_2C_4}{C_2+C_4}<0 .$$

The transfer is monotonic at any degeneracy.

Its speed has a bound. If $p$ is the occupation at the bottom of a subband, then $\partial N_j/\partial E_F=gp$ and $N_j=-gk_BT\ln(1-p)$. Since $-\ln(1-p)\ge p$, each ladder obeys $C_i\le N_i/k_BT$. Using $dN_2=-dN_4$,

$$\frac{d}{d\Delta}\ln\frac{N_4}{N_2}
=-\frac{C_2C_4}{C_2+C_4}\,\frac{N}{N_2N_4}\ge-\frac1{k_BT}.$$

The inequality follows because $C_2C_4/(C_2+C_4)$ increases with each $C_i$, and is therefore at most $N_2N_4/(Nk_BT)$. Integration gives

$$\frac{f_4(\Delta)}{1-f_4(\Delta)}\ge\frac{f_4(0)}{1-f_4(0)}\,e^{-\Delta/k_BT}.$$

Equality is the Boltzmann limit. From the same starting fraction, degeneracy delays saturation. At large $\Delta$ the Fermi level settles at the value $E_F^\infty$ set by ladder 2 alone, and

$$f_4\simeq\frac{g_4k_BT}{N}\,e^{-\Delta/k_BT}\sum_j e^{(E_F^\infty-E_j^{(4)})/k_BT},$$

where $E_j^{(4)}$ are the unstrained levels. The approach to saturation is exponential.

## Why confinement limits the mass effect

The surface field has already separated the ladders before any strain is applied. The heavier normal mass of ladder 2 gives it less confinement energy.

If level spacings are small compared with $k_BT$, the number of thermally accessible subbands in a smooth well scales as the square root of the normal mass. Each valley then has a weight proportional to $\sqrt{m_xm_ym_z}$, the same for all six, so $f_4(0)=2/3$. For a common relaxation time,

$$G_{\rm sat}=\frac{1}{1-\frac13(1-m_t/m_l)}=\frac{3}{2+m_t/m_l}.$$

In the opposite limit, confinement has emptied ladder 4 by itself, $f_4(0)\to0$ and $G_{\rm sat}\to1$. Strain then has nothing left to transfer.

A real layer lies between these limits, so its levels are needed. They follow from the Schrödinger and Poisson equations solved together. With inversion density $N$, depletion density $N_d$ lying much deeper than the electrons, and permittivity $\kappa$, the field at depth $z$ is

$$F(z)=\frac q\kappa\left[N_d+N-\int_0^z n(z')\,dz'\right].$$

Averaged over the electrons, the integral contributes $N/2$, because each pair of charge elements is counted once. Thus $\bar F=q(N_d+N/2)/\kappa$.

## The second mechanism: fewer collisions

Phonons scatter electrons within a valley, to the opposite valley (g processes), or to valleys on another axis (f processes). An f process takes a ladder-2 electron to any of four ladder-4 valleys.

For acoustic phonons at high temperature, absorption and emission together give a squared matrix element $D_{ac}^2k_BT/(\rho v^2)$ per unit volume, where $\rho$ is the mass density and $v$ the sound speed. Summing over the normal phonon wavevector gives, by Parseval's theorem, the overlap

$$F_{ij}=\int\chi_i^2\chi_j^2\,dz .$$

The final density of states for one spin and one valley is $m_d/2\pi\hbar^2$, with $m_d=m_t$ or $\sqrt{m_lm_t}$. The golden rule gives

$$W_{ij}^{ac}=\frac{2\pi}{\hbar}\frac{D_{ac}^2k_BT}{\rho v^2}F_{ij}\frac{m_d}{2\pi\hbar^2}
=\frac{D_{ac}^2k_BT\,m_d}{\hbar^3\rho v^2}F_{ij}.$$

For an intervalley phonon of energy $E_p$, the squared matrix element is $\hbar^2D^2n_\pm/(2\rho E_p)$. Here $n_\pm$ is the Bose number for absorption and that number plus one for emission. With $\nu$ final valleys,

$$W_{ij}^{iv}=\nu\,\frac{D^2m_dF_{ij}}{2\hbar\rho E_p}\,n_\pm .$$

Each rate applies when the final energy lies above the final subband bottom. These matrix elements do not depend on direction, so a collision erases the velocity on average and the outgoing rate is also the momentum relaxation rate. With Fermi statistics each rate from $E$ to $E'$ carries the factor $[1-f(E')]/[1-f(E)]$. On an energy contour $\langle v_x^2\rangle=(E-E_i)/m_x$, so the time entering a subband's mobility is

$$\langle\tau\rangle_i=\frac{\int(E-E_i)\,\tau_i(E)(-\partial f/\partial E)\,dE}{\int(E-E_i)(-\partial f/\partial E)\,dE}.$$

Raising ladder 4 removes final states for f processes, so $\mu_2$ itself grows, provided those processes are strong enough to outweigh a small loss from the higher Fermi level in ladder 2. This gain also saturates, once those processes are negligible.

## The numbers

Take $m_l=0.92$ and $m_t=0.19$ free masses, $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa, all rough typical silicon values. The layer holds $5\times10^{12}$ electrons per cm² above $1\times10^{12}$ depletion charges per cm², at 300 K, where $k_BT=25.85$ meV. The averaged field is 0.54 MV/cm.

The splitting per unit strain is $9(1+128/166)=15.94$ eV, or 159.4 meV for 1 % strain. A strain of 0.8 % gives $\Delta=127.5$ meV.

Without strain, the lowest three levels lie at 149.8, 220.3 and 261.2 meV in ladder 2, and at 217.4, 296.5 and 352.4 meV in ladder 4. The Fermi level is at 153.0 meV. Inserted in the logarithms, these levels give sums of 0.843 for ladder 2 and 0.084 for ladder 4. The density-of-states ratio is $g_4/g_2=2\sqrt{m_l/m_t}=4.40$, so

$$\frac{N_4}{N_2}\approx4.40\times\frac{0.084}{0.843}=0.44,\qquad f_4(0)\approx0.30 .$$

The full ladders give 0.3027. At 0.8 % strain the fraction is 0.0038. With a common relaxation time, $a=\tfrac12(1-0.19/0.92)=0.3967$, and

$$G=\frac{1-0.3967\times0.0038}{1-0.3967\times0.3027}=1.135,\qquad G_{\rm sat}=1.136 .$$

The lighter mass alone thus raises the mobility by about 14 % in this layer. The unconfined formula would allow 36 %.

Ninety per cent of the transfer is complete when $f_4=0.1f_4(0)$. Boltzmann statistics from the same starting fraction predict

$$\Delta_{90}=k_BT\ln\frac{10/f_4(0)-1}{1/f_4(0)-1}=68\ {\rm meV}.$$

Fermi statistics give 73 meV, later as the bound requires, which corresponds to 0.46 % strain.

For the phonon model, take $\rho=2330$ kg/m³, $v=9000$ m/s, $D_{ac}=12$ eV, $E_p=60$ meV and $8\times10^8$ eV/cm for both intervalley couplings. The couplings and phonon energy are round model parameters. The unstrained ladder mobilities are 1058 and 460 cm²/Vs, giving

$$\mu=0.697\times1058+0.303\times460=877\ {\rm cm^2/Vs}.$$

At 0.8 % strain the total is 1287 cm²/Vs, a gain of 1.47. It can be divided by first moving the electrons with both ladder mobilities frozen, and then letting the mobilities change. The first step gives 1.20 and the second 1.22. Another order would divide the total differently.

The first factor exceeds 1.135 because ladder 4 also has a shorter relaxation time. The mobility ratio is $460/1058=0.435$, while the mass ratio is $3.175/5.263=0.603$. The averaged times therefore have the ratio $0.435/0.603=0.72$. In this order the total is

$$1.135\times1.06\times1.22=1.47,$$

from mass, from the unequal initial relaxation times, and from the change of ladder mobilities under strain.

Switching off f processes in both strain states tests the cause of the last factor: it becomes 0.98 instead of 1.22. The energies show why. Before strain, ladder 4 starts 67.6 meV above ladder 2, so a ladder-2 electron with 7.6 meV of kinetic energy can enter it by absorbing a 60 meV phonon. At 0.8 % strain it needs 135 meV, about $5.2\,k_BT$.

In the phonon model the increase $G-1$ reaches 90 % of its large-strain value at 0.58 % strain, later than the 0.46 % for the population. At 0.46 % strain the absorption threshold is about $x=3.1$ in units of $k_BT$. In a Boltzmann estimate for the lowest subband, a fraction $e^{-x}=0.045$ of the electrons lies above it, but the mobility weight above it is $(1+x)e^{-x}=0.18$. Degeneracy raises both values. Scattering thus still matters after most of the transfer is over, which is consistent with the later saturation.

## How far the numbers can be trusted

The total gain is much less certain than the mass contribution. Changing the f coupling to 4 or $12\times10^8$ eV/cm, with all else held fixed, gives total gains of 1.21 or 1.84. Common bulk parameter sets have f couplings weaker than this range, near $2\times10^8$ eV/cm per phonon; with them the last factor is close to one and the total gain is below 1.2. The model shows how the loss of f processes can add to the gain, but it does not establish how much of a real device's gain has this cause, and it cannot predict that gain without a reliable coupling.

Letting the confining potential readjust under strain leaves the equal-time gain at 1.13, because ladder 4 is nearly empty at 0.8 % either way. It does delay saturation somewhat, so the strains of 0.46 % and 0.58 % hold for the fixed potential only. The hard oxide wall matters more. In an oxide with barrier $\phi$ and mass $m_{ox}$ the wave decays over $\lambda=\hbar/\sqrt{2m_{ox}\phi}$. Continuity of $\chi'/m$ gives $\chi(0)=d\,\chi'(0)$ with $d=\lambda m_{ox}/m_z$. Take the Schrödinger equations with and without penetration, multiply each by the other's wave, subtract, and integrate over the silicon. Only the wall term $-(\hbar^2/2m_z)\chi(0)\chi'(0)$ survives, so to first order

$$\delta E=-\frac{\hbar^2}{2m_z}[\chi'(0)]^2d .$$

For 3.1 eV and 0.5 free masses, this estimate lowers the lowest levels by 5.5 meV in ladder 2 and 16.1 meV in ladder 4. With all levels shifted in this way, $f_4(0)$ rises to 0.38 and the equal-time gain to 1.18. The phonon-model gain is more sensitive to the wall and to the readjusted potential, because both also change the scattering; its value of 1.47 holds for the hard wall and the fixed potential only. At 400 K, with the hard wall restored, $f_4(0)$ is also 0.38 and the gain is 1.17: heat refills ladder 4 and leaves more to transfer.

Non-parabolicity, with a parameter of 0.5 per eV, raises the transport mass of the lowest subband. The in-plane kinetic energy alone contributes an estimated 6.2 % before strain and 6.7 % after it, and the kinetic energy of confinement adds to both. Most of the increase cancels in the equal-time gain.

The example resembles a long-channel transistor in a strained silicon film on a relaxed silicon-germanium layer with roughly 20 % germanium. The electron density and field are typical of its on-state. The film stress is 1.45 GPa, and the oxide field of 2.8 MV/cm is well below a rough breakdown field of 10 MV/cm. Reported mobility gains for such films are roughly 1.5 to 2, so the mass contribution alone is too small. That the model's 1.47 lies near the lower end is not a validation: its unstrained mobility of 877 cm²/Vs is about twice what is measured at this field, roughly 400 cm²/Vs. Real interfaces also scatter by roughness and charged defects. Adding a strain-independent rate of $2\times10^{12}$ per second to every subband lowers the model gain from 1.47 to 1.40. A rate near $10^{13}$ per second, enough to bring the unstrained mobility down to the measured value, would leave a gain of only about 1.3. This illustrates dilution by other scattering; it does not calculate roughness, whose own response to strain is left out, as are exchange, correlation and the screening of phonons. The numerical output gives the gains at intermediate strains.

## Table of computed values

```
masses ml, mt: 0.92, 0.19 free mass
Xi_u: 9.0 eV; C11, C12: 166, 64 GPa
relative permittivity Si, oxide: 11.7, 3.9
electrons, depletion: 5.0e+12, 1.0e+12 cm^-2
temperature: 300 K; kT: 25.85 meV
splitting per 1 % strain: 159.4 meV
example strain: 0.8 %; splitting: 127.5 meV
carrier-averaged field: 0.541 MV/cm
wall force / averaged force: 1.0012
ladder 2 levels: [149.8 220.3 261.2] meV
ladder 4 levels: [217.4 296.5 352.4] meV
Fermi level, unstrained: 153.0 meV
Fermi level, strained: 166.2 meV
inverse masses, ladders 2, 4: 5.263, 3.175 /free mass
a for equal relaxation times: 0.3967
f4 unstrained, strained: 0.3027, 0.00378
equal-time gain at example strain: 1.1348
equal-time gain, saturated: 1.1365
equal-time ceiling, no confinement: 1.3596
90 % transfer splitting: 72.6 meV
90 % transfer strain: 0.456 %
same splitting, Boltzmann: 68.1 meV
strain %, f4, equal-time gain, phonon-model gain:
  0.0  0.30266  1.0000  1.0000
  0.1  0.20028  1.0462  1.1017
  0.2  0.12435  1.0804  1.2074
  0.4  0.04182  1.1176  1.3693
  0.8  0.00378  1.1348  1.4665
  1.2  0.00032  1.1363  1.4790
Si density, sound speed: 2330 kg/m3, 9000 m/s
acoustic coupling: 12 eV; phonon: 60 meV
g, f couplings: 8, 8 x 1e8 eV/cm
unstrained mu2, mu4, total: 1058, 460, 877 cm2/Vs
strained mu2, total: 1290, 1287 cm2/Vs
phonon-model total gain: 1.4665
  repopulation, frozen mobilities: 1.2039
  remaining factor: 1.2181
  remaining factor, f processes off: 0.9814
total gain, f coupling 4, 8, 12 x 1e8 eV/cm: [1.212 1.466 1.841]
phonon-model gain at 250 meV splitting: 1.4802
90 % strain, phonon model: 0.579 %
Neglected effects:
relaxed potential: f4 0.00460, equal-time gain 1.1344
oxide barrier, mass: 3.1 eV, 0.5 free mass
penetration shifts, lowest 2, 4: 5.5, 16.1 meV
with penetration: f4(0) 0.3829, equal-time gain 1.1765
400 K: f4(0) 0.3820, f4 0.0175, equal-time gain 1.1705
non-parabolicity parameter: 0.5 /eV
mass rise, unstrained, strained: 6.23, 6.70 %
total gain with extra rate 2e12 /s: 1.4005
oxide field: 2.78 MV/cm; film stress: 1.45 GPa
```
